Bloch-State Velocity in a Nonorthogonal Tight-Binding Basis, part 1

(Sections cited here and not found follow in the second part.)

**First half: the velocity of a band from H(k) and S(k)**

**The question**

The current through a transistor channel is a sum over occupied electron states, each weighted by the velocity at which it carries charge. When the bands are built from atomic orbitals, each state is known as a list of orbital coefficients, and its velocity has to be found from that list and from the matrices of the model. If the orbitals are orthogonal, the derivative of the Hamiltonian matrix with respect to wave vector is enough. Orbitals on neighbouring atoms generally overlap, however. The overlap between two Bloch sums then varies with wave vector, and this variation contributes to the velocity.

The system considered is a perfect crystal described by one-electron theory. The atoms are fixed, and there is no applied field while the bands are calculated. The orbitals do not change with wave vector.

**Basis and matrices**

Let R label the unit cells, N their number and τ_a the position of the centre of orbital a within its cell. The Bloch sum of this orbital is

χ_ak(r) = N^(−1/2) Σ_R exp[ik·(R+τ_a)] φ_a(r−R−τ_a). (1)

The phase contains the actual position of the orbital centre. A Bloch state of the model is ψ_k = Σ_a c_a χ_ak. To find its norm we need

⟨χ_ak|χ_bk⟩ = N^(−1) Σ_R′ Σ_R exp[ik·(R−R′+τ_b−τ_a)] ⟨φ_a,R′|φ_b,R⟩.

By translation symmetry the integral depends on R−R′ alone. For each value of this difference there are N equal terms, which cancel the prefactor. Writing s_ab(R) for the overlap of orbital a in the home cell with orbital b in cell R gives

S_ab(k) = Σ_R exp[ik·(R+τ_b−τ_a)] s_ab(R), (2)

and the same steps with the Hamiltonian between the orbitals give

H_ab(k) = Σ_R exp[ik·(R+τ_b−τ_a)] h_ab(R). (3)

Both matrices are Hermitian. The squared norm of ψ_k is c†Sc. It is positive for every nonzero c if the Bloch sums are linearly independent, so S is then positive definite. This is assumed throughout.

Let ∂ denote the derivative with respect to one Cartesian component of k, or along a fixed direction. Only the phases in (2) depend on k, so

∂S_ab = Σ_R i(R+τ_b−τ_a) exp[ik·(R+τ_b−τ_a)] s_ab(R), (4)

where the vector in front stands for its component along the chosen direction. The derivative of H has the same form with h_ab(R). Two orbitals on the same atom have R+τ_b−τ_a = 0 and contribute nothing. The derivative of the overlap matrix therefore comes entirely from overlap between different sites. If a model cuts off its integrals beyond some distance, the same cut-off sums must be differentiated; otherwise the velocity belongs to a different band structure from the energy.

**The eigenvalue equation**

Within the span of the basis, the energy of a trial state is

E = c†Hc / c†Sc. (5)

Multiply by c†Sc and vary c at fixed k. At a stationary point δE = 0, so

δc†(H−ES)c + c†(H−ES)δc = 0.

The two terms are complex conjugates. Replacing δc by iδc changes the first into −i times itself and the second into +i times itself, so their difference vanishes as well as their sum. Each term is then zero for arbitrary δc, which requires

Hc = ESc. (6)

The eigenvalues are real, because (5) is a ratio of real numbers.

**The velocity of a nondegenerate band**

Suppose that E is a nondegenerate eigenvalue at the wave vector considered. The eigenvector can then be chosen to vary smoothly with k. Differentiating (H−ES)c = 0 by the product rule gives

(∂H − E∂S − (∂E)S)c + (H−ES)∂c = 0. (7)

Multiply from the left by c†. Since H and S are Hermitian and E is real, c†(H−ES) is the Hermitian conjugate of (H−ES)c and vanishes. The unknown derivative of the eigenvector drops out, leaving

c†(∂H − E∂S)c = (∂E) c†Sc.

The group velocity is v = ∂E/ħ, so

v = c†(∂H − E∂S)c / (ħ c†Sc). (8)

This is the required result. It needs one eigenvector at one wave vector, with no differences between neighbouring points.

The origin of the second term can be seen by normalizing c†Sc = 1 at every k. Differentiating this condition gives

(∂c†)Sc + c†S∂c = −c†(∂S)c. (9)

With this normalization E = c†Hc, and its derivative is

∂E = c†(∂H)c + (∂c†)Hc + c†H∂c.

Using (6) in the last two terms turns them into E[(∂c†)Sc + c†S∂c], which by (9) equals −E c†(∂S)c. If the coefficients are held fixed while k changes, the norm of the state changes with the overlap. The coefficients must be rescaled to compensate, and the term −E∂S is the energy change due to that rescaling.

**One orbital per cell**

A chain with spacing L, on-site energy e₀, neighbour Hamiltonian element h₁ and neighbour overlap s₁ shows how the two terms combine. Here

H = e₀ + 2h₁cos kL, S = 1 + 2s₁cos kL, E = H/S.

The derivatives are ∂H = −2Lh₁sin kL and ∂S = −2Ls₁sin kL. Equation (8) gives

ħv = −2L sin(kL) (h₁−Es₁)/S.

Putting E = H/S into the bracket,

h₁ − Es₁ = [h₁(1+2s₁cos kL) − s₁(e₀+2h₁cos kL)]/S = (h₁−e₀s₁)/S,

and hence

ħv = −2L sin(kL) (h₁−e₀s₁)/S². (10)

The quantity that moves the electron is h₁−e₀s₁, not h₁ by itself. If h₁ = e₀s₁ the band is flat and the velocity is zero, although neither the neighbour Hamiltonian element nor ∂H need vanish. For s₁ = 0, equation (10) reduces to the familiar −2Lh₁sin(kL).

**Independence of the energy zero**

Raising every energy by Δ adds the operator Δ to the Hamiltonian. In an overlapping basis the matrix of this operator is ΔS, so H becomes H+ΔS. The eigenvectors of (6) are unchanged and E becomes E+Δ. In (8) the replacement gives

(∂H + Δ∂S) − (E+Δ)∂S = ∂H − E∂S. (11)

The velocity does not depend on the zero of energy. If the overlap derivative is left out, the result changes under the same shift by

Δ c†(∂S)c / (ħ c†Sc). (12)

A velocity obtained in that way depends on an arbitrary choice, unless c†(∂S)c happens to vanish. It agrees with (8) at an energy that has been chosen as the zero, since the missing term is proportional to E. A single choice of zero cannot in general make it agree at every energy of a dispersive band.

**Independence of the phase convention**

Some models leave τ_a out of the phase in (1). Denote their matrices and coefficients by primes. Let U be the diagonal matrix with elements exp(ik·τ_a), and let Λ be the diagonal matrix of the components of τ_a along the direction of differentiation. The original Bloch sum equals exp(ik·τ_a) times the primed one, so

H′ = UHU†, S′ = USU†, c′ = Uc. (13)

Since ∂U = iΛU and ∂U† = −iU†Λ, and since the diagonal matrices U and Λ commute,

∂H′ = U(∂H + iΛH − iHΛ)U†,

with the same relation for S. Therefore

c′†(∂H′−E∂S′)c′ = c†(∂H−E∂S)c + i c†[Λ(H−ES) − (H−ES)Λ]c. (14)

The first part of the bracket acts on c to the right and the second acts on c† to the left, so both vanish by (6). The sum of the Hamiltonian and overlap terms is independent of the convention. The two terms need not be separately independent of it, and quoting either one alone requires the convention to be stated.

**Degenerate levels**

At a crossing an eigenvector of one band cannot be identified from the matrices at that point alone. Let a level E₀ at k₀ have g independent eigenvectors, collected as the columns of C and normalized by C†SC = 1. Move along a line k₀+ηn, where n is a unit vector, and let c_η be a normalized eigenvector with energy E_η that tends to E₀ as η → 0. Expand the matrices about k₀:

H_η = H + η∂H + o(η), S_η = S + η∂S + o(η),

where o(η) denotes terms that vanish faster than η. Multiply (H_η−E_ηS_η)c_η = 0 from the left by C†. Because C†(H−E₀S) = 0, the terms of zeroth order cancel. Dividing the rest by η gives

C†(∂H−E₀∂S)c_η − [(E_η−E₀)/η] C†S c_η → 0. (15)

The product of E_η−E₀ with the change of S has been dropped. After division by η it is proportional to E_η−E₀ and tends to zero.

The normalized vectors c_η stay within a bounded region, so a sequence of values of η exists for which they converge. The limit satisfies (6) with energy E₀ and hence has the form Cb, with b†b = 1. Also C†SCb = b. Equation (15) then shows that the difference quotient converges along the sequence to a number w satisfying

Wb = wb, W = C†(∂H−E₀∂S)C. (16)

There are g eigenvectors near the level for each small η, orthonormal with respect to S_η. Their limits give g orthonormal vectors b, so all g eigenvalues of W occur. Any sequence gives the same ordered set, which means that the ordered quotients themselves converge. The branch velocities along n are therefore w/ħ. For g = 1 this argument proves both that the band is differentiable along n and that equation (8) gives its slope.

The matrix W is linear in the direction n, but its eigenvalues need not be. At such a point the velocities along different directions do not generally form the components of one vector.

A chain of identical atoms described with a doubled cell gives an example. Take unit atomic spacing, ħ = 1, on-site energy −1, first-neighbour elements h₁ = −0.5 and s₁ = 0.1, and second-neighbour elements h₂ = −0.1 and s₂ = 0.03. The two sublattices have equal diagonal elements, −1+2h₂cos 2k for H and 1+2s₂cos 2k for S. Their off-diagonal elements are 2h₁cos k and 2s₁cos k. At k = π/2 the latter vanish, and both states have

E₀ = −0.80/0.94 = −0.8511.

The diagonal derivatives are proportional to sin π and vanish. The off-diagonal derivatives are −2h₁ = 1.0 and −2s₁ = −0.2. Each normalized vector carries a factor 1/√0.94, so the off-diagonal element of W is

[1.0 − (−0.8511)(−0.2)]/0.94 = 0.8828.

The eigenvalues of W are −0.8828 and +0.8828. They agree within 10⁻⁴ with the slopes found by diagonalizing H and S again at a wave vector displaced by 10⁻⁵. A state confined to one sublattice is also an eigenvector at the crossing, but its diagonal element of W is zero. That value belongs to neither branch; the state is an equal mixture of two oppositely moving waves.

**Second half: motion, momentum and an oxide channel**

**Symbols and results carried over**

The Bloch coefficients c satisfy Hc = ESc, where H(k) and S(k) are the Hamiltonian and overlap matrices with orbital positions τ_a included in the Bloch phases. The symbol ∂ is a derivative along a chosen direction of k. With c†Sc = 1, equation (8) reads

ħv = c†(∂H−E∂S)c.

It is unchanged if the energy zero is moved, provided H is replaced by H+ΔS. The remaining questions are whether this derivative describes actual motion, and how it is related to momentum.

**The motion of a wave packet**

Within a finite basis the time-dependent Schrödinger equation can in general be satisfied only in projected form. We require (iħ∂/∂t − Ĥ)ψ to be orthogonal to every basis orbital, where Ĥ is the Hamiltonian operator. For the coefficients this means

iħ S dc/dt = Hc. (17)

By (6), an eigenvector multiplied by exp(−iEt/ħ) solves this equation.

Build a packet from one nondegenerate band. Let ψ_k now be the Bloch function without the factor N^(−1/2), so that ψ_k = exp(ik·r)u_k, where u_k is periodic and has unit norm in one cell. The packet is

Ψ(r,t) = ∫dk f(k,t)ψ_k(r), f = g(k)exp(−iEt/ħ). (18)

The phases of the Bloch functions are chosen smoothly, and g is taken to vanish at the edge of the integration region. To let position act on the packet, use r exp(ik·r) = −i∂exp(ik·r), where r denotes the component along the chosen direction. The product rule gives

rψ_k = −i∂ψ_k + exp(ik·r) i∂u_k.

Inserting this in (18) and integrating the first term by parts,

rΨ = ∫dk [(i∂f)ψ_k + f exp(ik·r) i∂u_k]. (19)

Now take the overlap with Ψ. Summing over all cells makes integrals between Bloch functions at different k vanish, and leaves the same constant factor for each k in both the position integral and the norm. With A(k) the integral of u_k* i∂u_k over one cell,

⟨r⟩ = ∫dk [f* i∂f + |f|²A] / ∫dk |f|². (20)

The time factor in f gives

f* i∂f = g* i∂g + |g|² t ∂E/ħ,

while |f|² = |g|² does not change with time. Every other term is constant, so

⟨r⟩(t) = ⟨r⟩(0) + t ∫dk |g|²v / ∫dk |g|². (21)

The centre of the packet moves at the average of the band velocity, weighted by |g|². For a packet narrow in k, this is the velocity (8) at its centre. The result holds for the projected dynamics without scattering or an applied field.

Equation (8) gives the velocity of a nondegenerate band from one eigenvector, and without scattering or an applied field the centre of a wave packet moves at the average of this velocity within the projected dynamics. It remains to relate the band velocity to momentum, to test the results with explicit orbitals, and to apply (8) to a model of an indium oxide channel.
